# The Effective Landé Factor and the Weak-Field Law for Stokes V

**Q.** A spectral line in a magnetic field splits into many Zeeman components, with different shifts and strengths. You want to describe its circular polarization with a single number. Why should one number be enough?

**A.** It is enough when the splitting is small compared with the width of the local absorption profile (not the observed width, which saturation enlarges), the field component along the line of sight is the same at every depth, and the number itself is not close to zero. At larger splittings the spread of the components generally matters too. To find the number, we first need the shifts. Let the lower level have angular momentum $J_l$ and Landé factor $g_l$, and the upper level $J_u$ and $g_u$. In atomic units the Bohr magneton is $1/2$, so a sublevel moves by $gMB/2$. For a level with fine-structure neighbours, this linear form generally requires the Zeeman energy to be small against the spacing to them. A component with $q=M_u-M_l$ then lies at angular frequency
$$\omega=\omega_0+\frac{B}{2}x,\qquad x=g_uM_u-g_lM_l .$$
Here $M$ is measured along the field. The components with $q=\pm1$ are the $\sigma$ components, and those with $q=0$ are the $\pi$ components.

**Q.** And how much does each one count?

**A.** By the Wigner–Eckart theorem, the dipole matrix element depends on the magnetic quantum numbers through a 3j symbol. Its square, normalized for each $q$, is
$$S_q(M_l,M_u)=3\begin{pmatrix}J_u&1&J_l\\-M_u&q&M_l\end{pmatrix}^2,\qquad \sum_{M_l,M_u}S_q=1 .$$
The sum follows from 3j orthogonality, which gives $1/3$ for the sum of squares at fixed $q$. I assume equally populated sublevels within each level. Otherwise the opacities would carry population weights as well, and the mean shifts below could change.

**Q.** Suppose the mean shift is what matters. With many values of $M$, must I sum 3j symbols for every line?

**A.** No, rotational symmetry does the sum. Couple $J_l$ to a unit angular momentum $\mathbf s$, with total $\mathbf J=\mathbf J_l+\mathbf s$, and let $P$ project on total angular momentum $J_u$. A squared Clebsch–Gordan coefficient is $2J_u+1$ times the squared 3j symbol, so
$$S_q=\frac{3}{2J_u+1}\left|\langle J_lM_l,1q|J_uM_u\rangle\right|^2 .$$
The strength-weighted mean of $M_u$ is therefore
$$\langle M_u\rangle_q=\frac{3}{2J_u+1}\sum_{M_l}\langle J_lM_l,1q|PJ_z|J_lM_l,1q\rangle .$$
The sum over $M_l$ is a partial trace, which leaves an operator on the unit spin. Since $P$ is rotationally invariant and $J_z$ is a vector component, this operator is the $z$ component of a vector. On a single spin it must be proportional to $s_z$. Thus $\langle M_u\rangle_q=cq$.

**Q.** That gives the form but not $c$.

**A.** Multiply by $q$ and sum over $q=-1,0,1$. The left side is $c\sum q^2=2c$, and the right side becomes a full trace:
$$2c=\frac{3}{2J_u+1}\mathrm{Tr}(PJ_zs_z)=\frac{1}{2J_u+1}\mathrm{Tr}(P\,\mathbf J\cdot\mathbf s).$$
The second equality holds because the three Cartesian directions contribute equally. From $\mathbf J_l=\mathbf J-\mathbf s$,
$$\mathbf J_l^2=\mathbf J^2+\mathbf s^2-2\mathbf J\cdot\mathbf s .$$
On the space selected by $P$, with $\mathbf s^2=2$, this makes $\mathbf J\cdot\mathbf s$ a number:
$$\mathbf J\cdot\mathbf s=\tfrac12\left[J_u(J_u+1)+2-J_l(J_l+1)\right].$$
Since $\mathrm{Tr}P=2J_u+1$, the prefactor cancels. With $D=J_u(J_u+1)-J_l(J_l+1)$ we get
$$c=\frac12+\frac D4 .$$
Because $M_l=M_u-q$, also $\langle M_l\rangle_q=q(-\tfrac12+D/4)$. The mean shift is
$$\langle x\rangle_q=q\left[g_u\left(\frac12+\frac D4\right)-g_l\left(-\frac12+\frac D4\right)\right]=q\,g_{\rm eff},$$
$$g_{\rm eff}=\frac{g_u+g_l}{2}+\frac{g_u-g_l}{4}\left[J_u(J_u+1)-J_l(J_l+1)\right].$$
The $\pi$ components have zero mean shift. Exact 3j sums test both the unit strengths and these means for 18 pairs of $J$ values.

**Q.** Does this reduce to anything familiar?

**A.** If $g_u=g_l=g$, the second term vanishes and $g_{\rm eff}=g$. If $J_u=J_l$, it is the average of the two factors. If $J_l=0$, then $J_u=1$ and $D=2$, so $g_l$ cancels and $g_{\rm eff}=g_u$, as it must for a lower level with no splitting.

**Q.** Show me a line where the weighting matters.

**A.** Take a lower $^3P_2$ and an upper $^3S_1$ level in LS coupling, with spin g-factor 2. Then $g_l=1.5$ and $g_u=2$. The $q=+1$ components are:

| $M_l\to M_u$ | $x$ | strength |
|---|---|---|
| $-2\to-1$ | 1.0 | 0.6 |
| $-1\to0$ | 1.5 | 0.3 |
| $0\to1$ | 2.0 | 0.1 |

Their weighted mean is
$$0.6(1.0)+0.3(1.5)+0.1(2.0)=1.25 .$$
The formula, with $D=2-6=-4$, gives $1.75-0.5=1.25$. The plain mean of the shifts is 1.5, and the mean of the two Landé factors is 1.75. The weighted mean lies below the plain mean because the least shifted component is the strongest. It lies below the mean Landé factor by the term $(g_u-g_l)D/4=-0.5$. The shifts and strengths in the table come from diagonalizing the spin-orbit and Zeeman energies together, without 3j symbols, so the agreement is a test of the formula.

**Q.** You still owe me the reason why the mean shift is the relevant quantity.

**A.** Let $\Phi(\omega)$ be the complex profile of an unshifted component. Its real part describes absorption and its imaginary part dispersion. For each $q$, add the displaced profiles and expand:
$$\Phi_q=\sum S_q\,\Phi\!\left(\omega-\frac{Bx}{2}\right)=\Phi-\frac B2\Phi'\sum S_qx+O(B^2)=\Phi-q\,g_{\rm eff}\frac B2\Phi'+O(B^2).$$
The first-order term contains only the mean. The spread of the components enters at second order. The expansion requires shifts small against the width over which $\Phi$ varies.

**Q.** That works along the field. If I look at an angle, the $\pi$ components appear and the $\sigma$ components become elliptical. Doesn't that spoil it?

**A.** Let light travel along $\mathbf z$, towards the observer, at angle $\gamma$ to the field direction $\mathbf b$. Choose real unit vectors with $\mathbf u\times\mathbf v=\mathbf b$, and set
$$\mathbf e_{\pm1}=\mp\frac{\mathbf u\pm i\mathbf v}{\sqrt2},\qquad \mathbf e_0=\mathbf b .$$
A component $q$ responds to the part of the electric amplitude along $\mathbf e_q$. The transverse amplitude therefore obeys $d\mathbf E/ds=-G\mathbf E$, with
$$G=\frac12\left[\kappa_c+\kappa_l\sum_q\Phi_q\,\Pi\mathbf e_q\mathbf e_q^\dagger\Pi\right].$$
Here $\kappa_c$ and $\kappa_l$ set the continuum and line opacities, and $\Pi$ projects on the plane transverse to $\mathbf z$. The factor $1/2$ appears because opacity refers to intensity, not amplitude.

At zeroth order we need $\sum_q\mathbf e_q\mathbf e_q^\dagger=1$, which has no preferred direction. At first order we need
$$\sum_qq\,\mathbf e_q\mathbf e_q^\dagger=\mathbf e_{+1}\mathbf e_{+1}^\dagger-\mathbf e_{-1}\mathbf e_{-1}^\dagger=i(\mathbf v\mathbf u^T-\mathbf u\mathbf v^T).$$
Acting on $\mathbf E$, this is $i\mathbf b\times\mathbf E$. For transverse $\mathbf E$, the part of $\mathbf b$ perpendicular to $\mathbf z$ produces a vector along $\mathbf z$, which $\Pi$ removes. What remains is $i\cos\gamma\,\mathbf z\times\mathbf E$.

Now take the circular vectors $\boldsymbol\epsilon_h=(\mathbf x+ih\mathbf y)/\sqrt2$, $h=\pm1$. Since
$$i\mathbf z\times(\mathbf x+ih\mathbf y)=h\mathbf x+i\mathbf y=h(\mathbf x+ih\mathbf y),$$
they are eigenvectors with eigenvalue $h\cos\gamma$. To first order $G$ is diagonal in the two circular polarizations:
$$G_h=\frac12\left[\kappa_c+\kappa_l\Phi\!\left(\omega-h\,g_{\rm eff}\cos\gamma\,\frac B2\right)\right]+O(B^2).$$
Each circular polarization sees the unsplit line, displaced as a whole.

**Q.** Opacity is not emergent intensity. The line may be saturated, with light emitted and absorbed at many depths.

**A.** We need a transfer equation for the coherency matrix $C=\langle\mathbf E\mathbf E^\dagger\rangle$, normalized so that its trace is $I$. Assume an unpolarized source function $S$, equal for line and continuum and flat across the line. Propagation gives $-GC-CG^\dagger$. Emission must balance this when $C=S/2$ times the unit matrix. Hence
$$\frac{dC}{ds}=-G\left(C-\frac S2\right)-\left(C-\frac S2\right)G^\dagger .$$
Let $I_h$ be the diagonal element of $C$ for helicity $h$, and $\phi=\mathrm{Re}\,\Phi$. At first order
$$\frac{dI_h}{ds}=-\left[\kappa_c+\kappa_l\phi\!\left(\omega-h\,g_{\rm eff}\cos\gamma\,\frac B2\right)\right]\left(I_h-\frac S2\right).$$
The off-diagonal element has no first-order source. With unpolarized light entering from below, it starts at order $B^2$.

This is the zero-field equation for half the intensity, with a displaced line. If $B\cos\gamma$ is the same at every depth, and the continuum opacity and any light entering from below are flat across the line, the whole solution is displaced:
$$I_h(\omega)=\frac12I_0\!\left(\omega-h\,g_{\rm eff}\cos\gamma\,\frac B2\right).$$
Saturation is already contained in $I_0$. The opacity, source function, line width and flow velocity may all vary with depth.

**Q.** Now watch the signs. Which way does the displacement go in wavelength, and what is positive $V$?

**A.** From $\lambda=2\pi c/\omega$ we have $d\lambda=-\lambda^2d\omega/(2\pi c)$. A frequency increase $B/2$ thus lowers the wavelength by
$$\Delta\lambda_B=\frac{\lambda_0^2B}{4\pi c}.$$
With $d=g_{\rm eff}\Delta\lambda_B\cos\gamma$, the line seen by $h=+1$ moves to shorter wavelength when $d>0$:
$$I_h(\lambda)=\tfrac12I_0(\lambda+hd).$$
For time dependence $e^{-i\omega t}$, the real field of $\boldsymbol\epsilon_{+1}$ is proportional to $(\cos\omega t,\sin\omega t)$. It turns from $x$ to $y$, which is counterclockwise for an observer facing the source. Define $V$ as clockwise minus counterclockwise intensity. Then
$$V=I_--I_+=\tfrac12\left[I_0(\lambda-d)-I_0(\lambda+d)\right].$$
The first-order term is
$$V(\lambda)=-g_{\rm eff}\,\Delta\lambda_B\cos\gamma\,\frac{dI}{d\lambda}.$$
Replacing $I_0$ by $I=I_++I_-$ is allowed, because they differ at order $B^2$. The opposite definition of $V$ would reverse the sign.

**Q.** You dropped second-order terms everywhere. Is the relative error then of first order in $B$?

**A.** It is of second order when the field lies in one plane containing the line of sight at every depth, because $V$ is then odd in $B$. Reversing the signs of both $M$ values leaves $S$ unchanged but reverses $q$ and $x$, so $\Phi_q(-B)=\Phi_{-q}(B)$. Take that plane as the $xz$ plane. Exchanging $\mathbf e_{+1}$ and $\mathbf e_{-1}$ then has the same effect on the transverse matrices as the reflection $y\to-y$. Consequently $C(-B)$ is the reflected $C(B)$. Reflection exchanges the two circular polarizations, so $V$ changes sign and $I$ does not. The first correction to $V$ is cubic, or quadratic relative to the law, provided $g_{\rm eff}\neq0$. A split line can have $g_{\rm eff}=0$, for example $J_l=1$, $g_l=3$, $J_u=2$, $g_u=1$. The law then gives zero, and the cubic term is the leading $V$.

If the azimuth of the field turns with depth, $V$ is no longer exactly odd in $B$, but it still has no $B^2$ term. The second-order part of $G$ is $\Phi''$ times a real symmetric matrix, which has equal diagonal elements for the two helicities. The off-diagonal elements of $G$ and $C$ are each of order $B^2$, so they feed $V$ only at order $B^4$.

In a transfer calculation with all components and dispersion, at $\gamma=60^\circ$, doubling the field to a Zeeman energy $\mu_BB=1.0\times10^{-6}$ eV multiplies the relative error by 3.99, where the error is the largest deviation of $V$ from the law anywhere in the profile, divided by the peak $|V|$ of the law. It multiplies the peak linear polarization by 3.98. Both factors test the expected value 4.

**Q.** What if the field is perpendicular to the line of sight?

**A.** The law gives $V=0$. If the field has the same direction at every depth, this also holds beyond first order. At $\gamma=90^\circ$ the transverse parts of $\mathbf e_{\pm1}$ lie along $y$, and $\mathbf e_0$ lies along $x$. Hence $G$ and $C$ are diagonal in $x,y$, which excludes circular polarization.

Linear polarization remains. Let $m_\sigma$ and $m_\pi$ be the strength-weighted means of $x^2$. The second-order part of $\Phi_q$ is $(B^2/8)\Phi''$ times the appropriate mean. The $\sigma$ matrices sum to $\cos^2\gamma\,\mathbf x\mathbf x^T+\mathbf y\mathbf y^T$, and the $\pi$ matrix is $\sin^2\gamma\,\mathbf x\mathbf x^T$. Subtracting the $yy$ element from the $xx$ element gives
$$G_{xx}-G_{yy}=\frac{\kappa_lB^2}{16}\Phi''\sin^2\gamma\,(m_\pi-m_\sigma)$$
at leading order. Linear polarization therefore depends on second moments, which $g_{\rm eff}$ does not contain.

**Q.** Put numbers into the law.

**A.** Give the $^3P_2$–$^3S_1$ model line a wavelength of 6000 Å, hence a photon energy of 2.0664 eV. Its Doppler width parameter is 0.05 Å. Choose $\mu_BB=2.0\times10^{-6}$ eV and $\gamma=60^\circ$. Since $B/2$ is the Zeeman energy and $2\pi c/\lambda_0$ the photon energy,
$$\Delta\lambda_B=\lambda_0\frac{\mu_BB}{\hbar\omega_0}=6000\,\frac{2.0\times10^{-6}}{2.0664}=0.00581\ \text{Å}.$$
Thus $g_{\rm eff}\Delta\lambda_B=0.00726$ Å, about one seventh of the Doppler parameter. The model atmosphere has depth-dependent opacity and velocity. Its zero-field line falls to 0.466 of the continuum $I_c$, and its steepest slope is $8.74\,I_c$ per Å. The law predicts a peak
$$\frac{|V|}{I_c}=0.00726\times0.5\times8.74=0.0317 .$$
The full transfer calculation gives 0.0312. The peak linear polarization is 0.0035, about one ninth of the peak $V$.

**Q.** Can I turn that around and measure the field?

**A.** You obtain its longitudinal part. A least-squares fit of $V$ to the zero-field $dI_0/d\lambda$, divided by $-g_{\rm eff}$ and converted from wavelength to energy by the factor $\hbar\omega_0/\lambda_0$, gives $\mu_BB\cos\gamma=9.90\times10^{-7}$ eV, or $B\cos\gamma=0.0171$ T. The input was $1.00\times10^{-6}$ eV, so the result is about 1% low. Using 1.75 instead of 1.25 would multiply the inferred field by $1.25/1.75=0.71$.

The fit alone does not separate $B$ from $\cos\gamma$. If the observed area contains different fields but the same $I_0$ everywhere, linearity gives the area average of $B\cos\gamma$, in which opposite polarities cancel.

**Q.** When does the law become useless?

**A.** For this line at $60^\circ$, the series is as follows. The error is the largest deviation anywhere in the profile, relative to the peak predicted by the law.

| $\mu_BB$ (eV) | peak $V/I_c$ | law | error |
|---|---|---|---|
| $1\times10^{-6}$ | 0.0158 | 0.0159 | 0.5% |
| $2\times10^{-6}$ | 0.0312 | 0.0317 | 2.0% |
| $4\times10^{-6}$ | 0.0593 | 0.0634 | 7.5% |
| $8\times10^{-6}$ | 0.101 | 0.127 | 24% |
| $1.6\times10^{-5}$ | 0.141 | 0.254 | 55% |

In the last row $g_{\rm eff}\Delta\lambda_B$ is $8\times0.00726=0.058$ Å, larger than the Doppler parameter. The law keeps growing with $B$, while the calculated signal grows more slowly.

A simple case shows why growth must end. Let $\gamma=0$ and let all components of each $\sigma$ group coincide, as for $g_u=g_l$. Then $G$ is diagonal without a weak-field expansion, and the difference of two displaced profiles holds for larger splittings too:
$$V=\tfrac12[I_0(\lambda-d)-I_0(\lambda+d)]=-d\,I_0'-\frac{d^3}{6}I_0'''+\cdots .$$
The left-hand form cannot exceed half the difference between the largest and smallest values of $I_0$. The linear term has no such ceiling.

**Q.** And if the field is weak but changes with depth?

**A.** Then there is no common displacement. Let $d(s)$ be the local displacement. To first order, the change in emergent intensity is a sum of contributions from all depths, with some response $R(\lambda,s)$:
$$V(\lambda)=-\int d(s)\,R(\lambda,s)\,ds,\qquad \int R(\lambda,s)\,ds=\frac{dI_0}{d\lambda}.$$
The second relation follows from the constant-$d$ case. If $d$ varies, different wavelengths generally weight it differently, and $V$ need not follow $dI/d\lambda$.

This was tested at $\gamma=0$ with a field increasing inward. After the best proportional fit, the root-mean-square remainder was 8.3% of the root-mean-square $V$. For a uniform field of the same nominal strength, $\mu_BB=2\times10^{-7}$ eV, it was 0.012%. The 8.3% is a ratio of two first-order quantities, so it does not shrink as the field is weakened. Weakness of the field is therefore not a sufficient condition. These values belong to the model atmosphere used here, and the complete figures are in the numerical output.

## Table of computed values

```
J pairs checked by exact sums: 18
g lower (triplet P, J=2): 1.5000
g upper (triplet S, J=1): 2.0000
q=+1 components: M_l, M_u, shift x, strength
  -2 -1 1.0000 0.6000
  -1 +0 1.5000 0.3000
  +0 +1 2.0000 0.1000
plain mean of x: 1.5000
mean of g_u and g_l: 1.7500
g_eff from formula: 1.2500
g_eff, diagonalization, J_l=0: 2.0000
g_eff, diagonalization, J_l=1: 1.7500
g_eff, diagonalization, J_l=2: 1.2500
line wavelength: 6000.0 angstrom
photon energy: 2.06640 eV
Doppler width parameter: 0.050 angstrom
damping parameter: 0.050
Zeeman energy mu_B B: 2.000e-06 eV
dlam_B: 0.005807 angstrom
g_eff dlam_B: 0.007259 angstrom
field angle: 60.0 degrees
minimum I/I_c, zero field: 0.4659
peak |dI/dlam|/I_c: 8.7366 per angstrom
peak |V|/I_c, transfer: 0.03116
peak |V|/I_c, weak-field law: 0.03171
peak linear polarization/I_c: 0.003467
true mu_B B cos(gamma): 1.0000e-06 eV
recovered mu_B B cos(gamma): 9.9048e-07 eV
recovered B cos(gamma): 0.01711 T
fitted g_eff at 0 degrees: 1.24990
fitted g_eff at 60 degrees: 1.24988
fitted g_eff at 120 degrees: 1.24988
V error ratio, field doubled: 3.989
linear pol. ratio, field doubled: 3.981
misfit, uniform field: 0.000117
misfit, field varying with depth: 0.0829
mu_B B (eV), peak V/I_c, law peak, max error/law peak
  1.0e-06 0.01578 0.01585 0.0051
  2.0e-06 0.03116 0.03171 0.0200
  4.0e-06 0.05928 0.06342 0.0750
  8.0e-06 0.10099 0.12684 0.2422
  1.6e-05 0.14089 0.25368 0.5547
```
